# In-plane mass of a quantum-well subband from the Hellmann-Feynman theorem: a program that tests the result

```python
"""Result under test: for a subband of a quantum well with energy-independent
masses, the inverse in-plane mass at k = 0 is P_w/m_w + P_b/m_b.
P_w, P_b: probabilities in well and barrier; m_w, m_b: their masses (units m0).
Lengths in nm, energies in eV from the well edge, k = in-plane wave vector.
C = hbar^2/(2 m0) in eV nm^2; q, kappa = wave number in well, decay in barrier.
The curvature of E(k) is found from energies alone and compared with weights.
"""
from collections import namedtuple
from math import sqrt, sin, cos, atan, pi, inf
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
# gap_w, gap_b set the energy dependence of the masses; infinite = parabolic
Well = namedtuple("Well", "L V0 mw mb gap_w gap_b", defaults=(inf, inf))


def local_values(w, E, k):
    """Masses at energy E, and q and kappa."""
    mw = w.mw * (1 + E / w.gap_w)
    mb = w.mb * (1 - (w.V0 - E) / w.gap_b)
    q = sqrt(max(mw * E / C - k * k, 1e-24))
    kappa = sqrt(max(mb * (w.V0 - E) / C + k * k, 0.0))
    return mw, mb, q, kappa


def energy(w, level, k=0.0):
    """Level 0 (even) or 1 (odd) from the interface matching condition."""
    def phase(E):
        mw, mb, q, kappa = local_values(w, E, k)
        return q * w.L / 2 - atan(mw * kappa / (mb * q)) - level * pi / 2
    return brentq(phase, 0.0, w.V0 + C * k * k / w.mb, xtol=1e-16, rtol=1e-15)


def weights(w, level, k=0.0):
    """Unnormalised integrals of psi^2 and psi'^2 in well and barrier."""
    _, _, q, kappa = local_values(w, energy(w, level, k), k)
    sign = 1 if level == 0 else -1
    edge = cos(q * w.L / 2) if level == 0 else sin(q * w.L / 2)
    osc = sign * sin(q * w.L) / (2 * q)
    return (w.L / 2 + osc, edge**2 / kappa,
            q * q * (w.L / 2 - osc), kappa * edge**2)


def barrier_probability(w, level, k=0.0):
    nw, nb, _, _ = weights(w, level, k)
    return nb / (nw + nb)


def average_mass(w, level, k=0.0):
    pb = barrier_probability(w, level, k)
    return 1 / ((1 - pb) / w.mw + pb / w.mb)


def curvature_mass(E_of_k, h=0.02):
    """Mass at k = 0 from energies only, with the k^4 term removed."""
    E0 = E_of_k(0.0)
    d1 = (E_of_k(h) - E0) / (C * h * h)
    d2 = (E_of_k(2 * h) - E0) / (C * 4 * h * h)
    return 3 / (4 * d1 - d2)


def slope_mass(w, level, k, h=1e-3):
    dE = (energy(w, level, k + h) - energy(w, level, k - h)) / (2 * h)
    return 2 * C * k / dE


def grid_state(w, level, k=0.0, dz=0.02, half=40.0, field=0.0):
    """Diagonalize H(k) on cells; field in V/nm tilts the well only."""
    n = int(round(2 * half / dz))
    z = (np.arange(n) + 0.5) * dz - half
    outside = np.abs(z) > w.L / 2
    m = np.where(outside, w.mb, w.mw)
    V = np.where(outside, w.V0, 0.0) + field * np.clip(z, -w.L / 2, w.L / 2)
    bond = np.concatenate(([w.mb], (m[1:] + m[:-1]) / 2, [w.mb]))
    hop = C / (bond * dz * dz)
    diag = hop[1:] + hop[:-1] + V + C * k * k / m
    val, vec = eigh_tridiagonal(diag, -hop[1:-1], select="i",
                                select_range=(level, level))
    psi2 = vec[:, 0]**2
    return val[0], psi2[outside].sum() / psi2.sum()


def grid_mass(w, level, **options):
    return curvature_mass(lambda k: grid_state(w, level, k, **options)[0])


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Rough typical parameters of GaAs / Al0.3Ga0.7As at room temperature
well = Well(L=6.0, V0=0.23, mw=0.067, mb=0.092)
T = 300.0
gap_w, gap_b = 1.42, 1.80
eps_static, eps_high, phonon = 12.9, 10.9, 0.036
sheet_density = 5e11
monolayer = 0.28

# Main result: both subbands, two independent routes to the curvature
for level in (0, 1):
    E_grid, pb_grid = grid_state(well, level)
    assert abs(E_grid - energy(well, level)) < 1e-5
    assert abs(pb_grid - barrier_probability(well, level)) < 2e-4
    m_avg = average_mass(well, level)
    assert close(curvature_mass(lambda k: energy(well, level, k)), m_avg, 1e-6)
    assert close(grid_mass(well, level), m_avg, 1e-4)

# Strong mass contrast: the mean of the masses must fail, the other must hold
contrast = []
for w in (Well(4.0, 0.4, 0.05, 0.25), Well(4.0, 0.4, 0.25, 0.05)):
    pb = barrier_probability(w, 0)
    m_curv = grid_mass(w, 0)
    m_arith = (1 - pb) * w.mw + pb * w.mb
    assert close(m_curv, average_mass(w, 0), 5e-4)
    assert abs(m_curv - m_arith) > 0.05 * m_curv
    climb = [slope_mass(w, 0, k) for k in (0.05, 0.2, 0.4)]
    assert average_mass(w, 0) < climb[0] < climb[1] < climb[2]
    contrast.append((w, pb, m_curv, average_mass(w, 0), m_arith))

# Limits of width, and the trend between them
assert close(average_mass(well._replace(L=0.05), 0), well.mb, 1e-3)
assert close(average_mass(well._replace(L=100.0), 0), well.mw, 1e-3)
widths = (2.0, 4.0, 6.0, 10.0, 20.0)
table = [(L, barrier_probability(well._replace(L=L), 0),
          average_mass(well._replace(L=L), 0)) for L in widths]
assert all(a[2] > b[2] for a, b in zip(table, table[1:]))

# Finite k: slope mass equals the average taken with the state at that k
m1 = average_mass(well, 0)
kT = sc.k * T / sc.e
k_th = sqrt(kT * m1 / C)
m_slope = slope_mass(well, 0, k_th)
assert close(m_slope, average_mass(well, 0, k_th), 1e-6)

# Energy-dependent masses: generalized formula against energies alone
kane = well._replace(gap_w=gap_w, gap_b=gap_b)
E_kane = energy(kane, 0)
mwE, mbE, _, _ = local_values(kane, E_kane, 0.0)
nw, nb, gw, gb = weights(kane, 0)
mean_inverse = (nw / mwE + nb / mbE) / (nw + nb)
denominator = 1 + C * (gw * kane.mw / (gap_w * mwE**2)
                       + gb * kane.mb / (gap_b * mbE**2)) / (nw + nb)
m_kane = curvature_mass(lambda k: energy(kane, 0, k))
assert close(m_kane, denominator / mean_inverse, 1e-6)
m_kane_th = slope_mass(kane, 0, k_th)

# Tilted well: the theorem holds for an asymmetric profile too
field = sheet_density * 1e4 * sc.e / (sc.epsilon_0 * eps_static) * 1e-9
_, pb_tilt = grid_state(well, 0, field=field)
m_tilt = grid_mass(well, 0, field=field)
assert close(m_tilt, 1 / ((1 - pb_tilt) / well.mw + pb_tilt / well.mb), 1e-6)


# Phonon dressing, second order, energy per coupling in phonon energies
def dressing(dim, p):
    if dim == 3:
        x, weight = np.polynomial.legendre.leggauss(8)
        weight = weight / pi
    else:
        x = np.cos(2 * pi * (np.arange(16) + 0.5) / 16)
        weight = np.full(16, 1 / 16)
    return -quad(lambda q: float(np.sum(weight / (1 + q*q - 2*p*q*x))),
                 0, inf, epsabs=1e-12, epsrel=1e-12)[0]


p = 0.02
bulk_c, flat_c = [(dressing(d, 0) - dressing(d, p)) / p**2 for d in (3, 2)]
assert close(bulk_c, 1 / 6, 2e-3) and close(flat_c, pi / 8, 2e-3)
alpha = (sc.e**2 / (4 * pi * sc.epsilon_0 * sc.hbar)
         * (1 / eps_high - 1 / eps_static)
         * sqrt(well.mw * sc.m_e / (2 * phonon * sc.e)))

# Numerical convergence of the grid result
m_grid = grid_mass(well, 0)
mesh_shift = grid_mass(well, 0, dz=0.04) - m_grid
box_shift = grid_mass(well, 0, half=30.0) - m_grid
assert abs(mesh_shift) < 1e-4 * m1 and abs(box_shift) < 1e-6 * m1

print(f"hbar^2/(2 m0) = {C:.6f} eV nm^2")
print(f"Well: width {well.L} nm, barrier {well.V0} eV")
print(f"Masses: well {well.mw} m0, barrier {well.mb} m0")
for level in (0, 1):
    E = energy(well, level)
    _, _, q, kappa = local_values(well, E, 0.0)
    a, b, _, _ = weights(well, level)
    pb = barrier_probability(well, level)
    mc = curvature_mass(lambda k: energy(well, level, k))
    print(f"Subband {level+1}: E = {1e3*E:.3f} meV")
    print(f"  q = {q:.5f} /nm, kappa = {kappa:.5f} /nm")
    print(f"  N_w = {a:.5f} nm, N_b = {b:.5f} nm")
    print(f"  P_w = {1-pb:.5f}, P_b = {pb:.5f}")
    print(f"  inverse-mass average: m = {average_mass(well, level):.6f} m0")
    print(f"  from matching-condition curvature: m = {mc:.6f} m0")
    print(f"  from grid curvature: m = {grid_mass(well, level):.6f} m0")
    print(f"  mean of masses: {(1-pb)*well.mw + pb*well.mb:.6f} m0")
print(f"Subband 1 mass = {m1*sc.m_e*1e3:.4e} g")
print(f"Subband 1 mass above well mass: {100*(m1/well.mw-1):.2f} %")
print(f"Mesh 0.04 instead of 0.02 nm: shift {mesh_shift:.1e} m0")
print(f"Half-box 30 instead of 40 nm: shift {box_shift:.1e} m0")
for L, pb, m in table:
    print(f"Width {L:4.1f} nm: P_b = {pb:.5f}, m = {m:.5f} m0")
for w, pb, mc, ma, mm in contrast:
    print(f"Contrast well {w.L} nm, {w.V0} eV, masses {w.mw}, {w.mb} m0:")
    print(f"  P_b = {pb:.4f}; curvature {mc:.5f}, inverse average {ma:.5f},"
          f" mean of masses {mm:.5f} m0")
print(f"T = {T:.0f} K: kT = {1e3*kT:.2f} meV, thermal k = {k_th:.4f} /nm")
print(f"Slope mass at thermal k, constant masses: {m_slope:.6f} m0")
print(f"Gaps used: well {gap_w} eV, barrier {gap_b} eV")
print(f"Energy-dependent masses: E1 = {1e3*E_kane:.3f} meV")
print(f"  local masses: well {mwE:.5f}, barrier {mbE:.5f} m0")
print(f"  inverse average alone {1/mean_inverse:.5f} m0,"
      f" denominator {denominator:.5f}")
print(f"  true curvature mass {m_kane:.5f} m0 ({100*(m_kane/m1-1):.2f} %"
      " above constant-mass result)")
print(f"  slope mass at thermal k {m_kane_th:.5f} m0")
print(f"One-sided sheet {sheet_density:.0e} /cm2, permittivity {eps_static}:"
      f" field {10*field:.4f} MV/cm")
print(f"  tilted well: P_b = {pb_tilt:.5f}, m = {m_tilt:.6f} m0")
thin, thick = [average_mass(well._replace(L=well.L + d), 0)
               for d in (-monolayer, monolayer)]
print(f"Width -/+ {monolayer} nm: m = {thin:.6f} / {thick:.6f} m0")
print(f"Phonon {1e3*phonon:.0f} meV, high-frequency permittivity {eps_high}:"
      f" alpha = {alpha:.4f}")
print(f"  mass increase: bulk {100*alpha*bulk_c:.2f} %,"
      f" two-dimensional {100*alpha*flat_c:.2f} %")
print("PASS")
```

It prints:

```
hbar^2/(2 m0) = 0.038100 eV nm^2
Well: width 6.0 nm, barrier 0.23 eV
Masses: well 0.067 m0, barrier 0.092 m0
Subband 1: E = 59.121 meV
  q = 0.32244 /nm, kappa = 0.64236 /nm
  N_w = 4.44918 nm, N_b = 0.50139 nm
  P_w = 0.89872, P_b = 0.10128
  inverse-mass average: m = 0.068896 m0
  from matching-condition curvature: m = 0.068896 m0
  from grid curvature: m = 0.068896 m0
  mean of masses: 0.069532 m0
Subband 2: E = 210.470 meV
  q = 0.60837 /nm, kappa = 0.21716 /nm
  N_w = 3.40025 nm, N_b = 4.31337 nm
  P_w = 0.44081, P_b = 0.55919
  inverse-mass average: m = 0.079005 m0
  from matching-condition curvature: m = 0.079005 m0
  from grid curvature: m = 0.079005 m0
  mean of masses: 0.080980 m0
Subband 1 mass = 6.2760e-29 g
Subband 1 mass above well mass: 2.83 %
Mesh 0.04 instead of 0.02 nm: shift -3.3e-07 m0
Half-box 30 instead of 40 nm: shift 8.2e-12 m0
Width  2.0 nm: P_b = 0.49436, m = 0.07740 m0
Width  4.0 nm: P_b = 0.20426, m = 0.07094 m0
Width  6.0 nm: P_b = 0.10128, m = 0.06890 m0
Width 10.0 nm: P_b = 0.03553, m = 0.06765 m0
Width 20.0 nm: P_b = 0.00680, m = 0.06712 m0
Contrast well 4.0 nm, 0.4 eV, masses 0.05, 0.25 m0:
  P_b = 0.1087; curvature 0.05476, inverse average 0.05476, mean of masses 0.07174 m0
Contrast well 4.0 nm, 0.4 eV, masses 0.25, 0.05 m0:
  P_b = 0.0268; curvature 0.22582, inverse average 0.22581, mean of masses 0.24464 m0
T = 300 K: kT = 25.85 meV, thermal k = 0.2162 /nm
Slope mass at thermal k, constant masses: 0.068955 m0
Gaps used: well 1.42 eV, barrier 1.8 eV
Energy-dependent masses: E1 = 60.025 meV
  local masses: well 0.06983, barrier 0.08331 m0
  inverse average alone 0.07098 m0, denominator 1.02396
  true curvature mass 0.07268 m0 (5.49 % above constant-mass result)
  slope mass at thermal k 0.07498 m0
One-sided sheet 5e+11 /cm2, permittivity 12.9: field 0.0701 MV/cm
  tilted well: P_b = 0.10449, m = 0.068958 m0
Width -/+ 0.28 nm: m = 0.069078 / 0.068735 m0
Phonon 36 meV, high-frequency permittivity 10.9: alpha = 0.0716
  mass increase: bulk 1.19 %, two-dimensional 2.81 %
PASS
```
